# Auger parameter shifts, extra-atomic relaxation and oxide band alignment

**Q.** I measure a core line and an Auger line of the same element in two environments, and both move. You want to add the two positions and read something physical from the sum. Which energies are you adding?

**A.** Photoemission removes an electron from core level $p$, with binding energy $E_B(p)$. Separately, a hole in core level $i$ decays by an Auger process that leaves holes in $j$ and $k$, and the emitted electron has kinetic energy $E_K(ijk)$. The modified Auger parameter is
$$\alpha' = E_K(ijk)+E_B(p).$$
Often $p=i$, but I keep them separate. Let $E(0)$ be the total energy of the sample without holes, and let $E(i^{-1})$ and $E(j^{-1}k^{-1})$ be its lowest energies with the holes shown, for atoms that have not yet moved. Energy conservation gives
$$E_B(p)=E(p^{-1})-E(0),\qquad E_K(ijk)=E(i^{-1})-E(j^{-1}k^{-1}).$$
With the two-hole energy $E_{BB}(jk)=E(j^{-1}k^{-1})-E(0)$, the second relation becomes $E_K=E_B(i)-E_{BB}(jk)$, so
$$\alpha'=E_B(p)+E_B(i)-E_{BB}(jk).\tag{1}$$

**Q.** Binding energies depend on the reference level, and an insulating oxide charges up. Does that not spoil the sum?

**A.** Not if both lines are measured on the same scale under the same charging. Passing from the vacuum level to the Fermi level lowers $E_B$ by the work function and raises $E_K$ by the same amount. A uniform positive charging potential raises the apparent $E_B$ and lowers $E_K$, again by equal amounts. Both changes cancel in $\alpha'$. Charging that changes between the two measurements does not cancel. Charging that varies with depth cancels for each atom, but it can leave an error in the measured sum if the two lines have different escape depths.

**Q.** Equation (1) is only bookkeeping. Where does the environment enter?

**A.** In two places. First keep the surroundings frozen as they were before ionization. The hole then feels the potential already present, and this part of the binding energy changes between the environments by the initial-state shift $v_i$. I take $v_i>0$ when binding increases. It includes the potential of neighbouring ions and that of the atom's own valence charge. Then let the surroundings respond to a total hole charge $N$. Their energy falls by $R(N)>0$, the extra-atomic relaxation energy.

Let $\Delta$ denote the second environment minus the first. If relaxation inside the atom itself is the same in both,
$$\Delta E_B(i)=v_i-\Delta R(1),\qquad \Delta E_{BB}(jk)=v_j+v_k+\Delta F-\Delta R(2).\tag{2}$$
Here $F$ is the interaction of the two holes within the atom, including its multiplet part. I have also assumed that $R$ depends on the total hole charge and not on which core levels are empty. Outside a compact spherical hole this follows from Gauss's law. For a single $d$ hole it neglects the higher multipoles, and for screening charge that penetrates the core it is an approximation.

**Q.** Two holes should then relax the surroundings twice as much as one. That gives $\Delta R(2)=2\Delta R(1)$, everything cancels, and your parameter is useless.

**A.** The displacement of the surroundings doubles, but the energy does not. Collect the displacements of the surrounding charge in a vector $x$, with $x=0$ the equilibrium without holes. For small displacements the energy is
$$W(x)=\tfrac12 x^{T}Kx-Nf^{T}x,$$
where $K$ is a symmetric, positive stiffness matrix and $f$ is the force from one unit of hole charge. Setting the gradient to zero gives $Kx=Nf$, so $x=NK^{-1}f$. Substitution gives
$$W_{\min}=\tfrac12N^2f^{T}K^{-1}f-N^2f^{T}K^{-1}f=-\tfrac12N^2f^{T}K^{-1}f.$$
The attraction gains twice what the deformation costs, which is the origin of the factor one half. Since $R(N)=-W_{\min}$,
$$R(N)=N^2R,\qquad R\equiv R(1)=\tfrac12f^{T}K^{-1}f,\qquad R(2)=4R.\tag{3}$$
Two holes pull twice as hard on a displacement that is twice as large.

**Q.** Then assemble the result, and do not drop the initial-state terms until you have earned it.

**A.** Inserting (2) in (1) gives, before linear response is used,
$$\Delta\alpha'=\Delta R(2)-2\Delta R(1)+(v_p+v_i-v_j-v_k)-\Delta F.\tag{4}$$
Now take equal shifts, $v_p=v_i=v_j=v_k=v$, so that the bracket vanishes, and an unchanged hole interaction, $\Delta F=0$. With (3), the relaxation terms become $4\Delta R-2\Delta R$, and
$$\boxed{\Delta\alpha'=2\,\Delta R.}\tag{5}$$
The two lines separately obey
$$\Delta E_B=v-\Delta R,\tag{6}$$
$$\Delta E_K=(v-\Delta R)-(2v-4\Delta R)=-v+3\Delta R.\tag{7}$$
The initial-state shift enters them with opposite signs and cancels in the sum. Equations (5) and (6) can also be inverted:
$$\Delta R=\tfrac12\Delta\alpha',\qquad v=\Delta E_B+\tfrac12\Delta\alpha'.\tag{8}$$

**Q.** You assumed linear response. A bare core hole a few angstrom from its neighbours is not a weak perturbation.

**A.** A small quantum model shows what happens. Each neighbour has a fixed charge $+1$ at 2.5 angstrom from the emitter, and one electron hopping between two sites 1.2 angstrom apart along the radial line. The hopping energy is 8.0 eV, and all neighbours interact by Coulomb forces. Environment A has six neighbours in an octahedron and eight ions of charge $+0.3\,e$ at the corners of a cube, 6.0 angstrom from the emitter. Environment B has four neighbours in a plane and no ions. Diagonalization with hole charges 0, 1 and 2 gives the total energies.

The one-hole relaxation energies are 0.728 eV in A and 0.506 eV in B, so $2\Delta R=0.444$ eV for A minus B. The initial-state shift is far larger, 5.09 eV. The binding energy moves by 4.870 eV and the Auger energy by $-4.436$ eV. Their sum is $\Delta\alpha'=0.434$ eV, which is 2.2% below $2\Delta R$. The large electrostatic shift has cancelled, and the small remainder measures relaxation.

**Q.** What causes the missing 2.2%?

**A.** In this model the other terms of (4) are absent, so it comes from departures from $R(2)=4R(1)$. The ratio $R(2)/R(1)$ is 3.9345 in A and 3.9253 in B, so $R(2)$ falls short of $4R(1)$ by 0.048 eV in A and by 0.038 eV in B. The difference of these shortfalls, 0.010 eV, is the missing 2.2% of $2\Delta R$. Why the ratio lies below 4 can be understood from one isolated neighbour. Let $\tau$ be its hopping energy and $\pm Nu$ the hole's potential energy on its two sites, measured from their mean. Its ground energy is $-\sqrt{\tau^2+N^2u^2}$. With the electron frozen in its symmetric initial state the energy is $-\tau$, so
$$R(N)=\sqrt{\tau^2+N^2u^2}-\tau=\frac{N^2u^2}{2\tau}-\frac{N^4u^4}{8\tau^3}+\cdots$$
The negative second term grows faster with $N$ and pushes the ratio below 4: the electron cannot move further than the inner site. When the unit hole charge in the full cluster is reduced to 0.01, so that the two-hole charge is 0.02, the deviation from (5) falls to 0.003%, now with the opposite sign. In a cluster the surroundings make the two sites of each neighbour inequivalent, which adds a small positive $N^3$ term to $R(N)$. That term dominates the deviation for weak charges, and the negative $N^4$ term dominates at full charge. The law is therefore recovered in the linear limit.

**Q.** Let us turn to gate stacks. Why should relaxation differ between a thin and a thick film of the same oxide?

**A.** Because the semiconductor beneath the thin film helps to screen the hole. Take an oxide of permittivity $\epsilon$ in $0<z<t$, a substrate of permittivity $\epsilon_s$ below it and vacuum above. A unit hole sits at height $h$. In atomic units the Coulomb potential is resolved into in-plane wavevectors,
$$\frac1{\sqrt{\rho^2+(z-h)^2}}=\int_0^\infty dk\,J_0(k\rho)\,e^{-k|z-h|}.$$
For each $k$ the potential in the film is
$$\phi_k(z)=\frac1\epsilon e^{-k|z-h|}+Be^{-kz}+Ce^{kz}.$$
It must decay away from the film on both sides.

At $z=0$ the part growing with $z$ has amplitude $P=e^{-kh}/\epsilon+C$. The substrate potential is $Ae^{kz}$. Continuity of potential and of normal displacement requires $A=P+B$ and $\epsilon_sA=\epsilon(P-B)$. Eliminating $A$,
$$B=b_sP,\qquad b_s=\frac{\epsilon-\epsilon_s}{\epsilon+\epsilon_s}.$$
The same two conditions at $z=t$ give
$$C=b_ve^{-2kt}\left(\frac{e^{kh}}{\epsilon}+B\right),\qquad b_v=\frac{\epsilon-1}{\epsilon+1}.$$
Solving this pair, with $D_k=1-b_sb_ve^{-2kt}$,
$$B=\frac{b_s}{\epsilon D_k}\left(e^{-kh}+b_ve^{-2kt+kh}\right),\qquad C=\frac{b_ve^{-2kt}}{\epsilon D_k}\left(e^{kh}+b_se^{-kh}\right).$$
The induced potential at the hole is the integral of $Be^{-kh}+Ce^{kh}$:
$$\phi_{\rm ind}=\frac1\epsilon\int_0^\infty dk\,\frac{b_se^{-2kh}+b_ve^{-2k(t-h)}+2b_sb_ve^{-2kt}}{1-b_sb_ve^{-2kt}}.$$
Since $|b_sb_v|<1$, the denominator can be expanded as a geometric series. Each exponential then integrates as $\int_0^\infty e^{-2ka}dk=1/(2a)$. The relaxation energy is $-\tfrac12\phi_{\rm ind}$, with the same one half as in (3), so
$$R_{\rm im}=-\frac1{2\epsilon}\sum_{n=0}^{\infty}(b_sb_v)^n\left[\frac{b_s}{2(h+nt)}+\frac{b_v}{2(t-h+nt)}+\frac{b_sb_v}{(n+1)t}\right].\tag{9}$$
This is the part of $R$ due to the two faces, measured from a hole deep in unbounded oxide. The local part near the atom is taken to be the same in both films and drops out of $\Delta R$.

**Q.** Give me a limit I can judge by eye.

**A.** Let $t\to\infty$ at fixed $h$. One term survives:
$$R_{\rm im}\to\frac{\epsilon_s-\epsilon}{\epsilon_s+\epsilon}\,\frac1{4\epsilon h}.$$
It is positive for a more polarizable substrate and vanishes when the permittivities match. It diverges as $h\to0$, where a sharp boundary between continua is no longer a fair description.

**Q.** Now use numbers from a plausible stack.

**A.** Take a generic high-k oxide on InSb, with optical permittivities set to 3.0 and 15.7. These are model inputs, not precise measured values. An Sb marker layer lies 1.0 nm below the surface, in a 1.5 nm film and in a 10 nm reference film. The marker depth and its chemical state are held fixed. I use the Sb $3d_{3/2}$ line and the Auger line that starts from the same level and ends with two $4d$ holes.

In the thin film $h=0.5$ nm, $b_s=-0.68$ and $b_v=0.50$. The $n=0$ terms in the bracket of (9) are $-0.68$, $+0.25$ and $-0.23$ nm$^{-1}$, so the substrate term is the largest. The full series gives $R_{\rm im}=0.145$ eV in the thin film and $-0.044$ eV in the thick one. The negative value says that vacuum above the marker screens less than oxide would. Direct numerical matching at the two faces reproduces both energies within $10^{-6}$ eV. Hence, thin minus thick,
$$\Delta R=0.145+0.044\approx0.188\ \text{eV}=0.0069\ \text{hartree},$$
where the last digit comes from the unrounded energies.

Choose an initial-state shift $v=0.20$ eV. Then
$$\Delta E_B=0.200-0.188=0.012\ \text{eV},$$
$$\Delta E_{BB}=2(0.200)-4(0.1884)=-0.354\ \text{eV},$$
$$\Delta E_K=0.012+0.354\approx0.365\ \text{eV},\qquad \Delta\alpha'\approx0.377\ \text{eV}.$$
The core line hardly moves, but only because the chosen $v$ happens to be close to $\Delta R$; the initial-state shift is still 0.20 eV. The Auger parameter reveals the compensation.

**Q.** What does that do to the band offset?

**A.** Suppose the thick film places the oxide valence edge 3.00 eV below the Fermi level, and the InSb edge in the thin stack lies 0.10 eV below it. If the oxide edge is simply carried along with the core line, the offset is
$$3.00+0.012-0.10=2.912\ \text{eV}.$$
This mixes the extra core-hole screening into the edge position. To remove it, we use (8), add $\tfrac12\Delta\alpha'=0.188$ eV and obtain 3.100 eV. This assumes flat bands within the film, a core-to-edge separation transferable from the thick film, and no charging of the thin film relative to the InSb. Such charging cancels in $\alpha'$, but it enters $v$ and the offset in full.

The result is an edge with the thick film's screening. It is not yet the offset that a hole in the thin film would meet, because the substrate screens a valence hole too, even one spread over many atoms. That lowers the offset again. For a localized hole 0.4 to 1.0 nm below the surface, the image energies with optical permittivities give a reduction of 0.11 to 0.19 eV, comparable to the correction itself. If the hole stays long enough for the ions to respond, the static permittivities given below apply instead, and the reduction is only 0.02 to 0.03 eV.

**Q.** Your $4d$ level is shallow. Why should it shift like $3d$?

**A.** It need not, if the valence charge of Sb itself changes. I estimated this with nonrelativistic, spherically averaged Hartree-Fock for an Sb ion whose $5p$ filling drops from 1.50 to 1.45 electrons. Relativity, spin-orbit splitting and correlation are left out. The $3d$ binding shift is 0.4745 eV and the $4d$ shift 0.4693 eV; the extra digits are kept only to form their difference, and a denser basis lowers the two values by 0.0002 and 0.0001 eV. The bracket in (4) is therefore about $+0.010$ eV. The $4d$-$4d$ Coulomb repulsion rises by 0.0025 eV (0.0026 eV in the denser basis), which enters with a minus sign. Together they change the inferred $\Delta R$ by about
$$\tfrac12(0.010-0.0025)\approx0.004\ \text{eV}.$$
For this small charge change the assumption is good. A change of oxidation state is a much larger step, and this estimate does not cover it. Nor does it include changes in the multiplet part of $F$ or in intra-atomic relaxation. In the same spherically averaged model the latter shifts the inferred $\Delta R$ by about $-0.02$ eV even for this small charge change, several times more than 0.004 eV and with the opposite sign, so the estimate tests only the equal-shift assumption and is not a total error for $\Delta R$.

**Q.** And which assumption would a real stack break most seriously?

**A.** The sharp interface is the first suspect, since real stacks can have a transition layer. Sb would also be spread in depth, but a uniform spread of 0.2 nm to either side of the assumed position raises the mean $\Delta R$ only to 0.198 eV. Moving the effective image plane 0.1 nm nearer to the marker raises $\Delta R$ from 0.188 to 0.231 eV; moving it 0.1 nm farther lowers it to 0.159 eV. The marker depth below the surface is fixed in this comparison. At a distance of 0.5 nm the bulk permittivity also overstates the screening by InSb, because electrons screen short wavelengths less well. This alone would lower $\Delta R$, as a more distant image plane does. With simple model wavevector-dependent permittivities for InSb and a sharp interface, it falls to between 0.13 and 0.15 eV, depending on the model. For the assumed interface position 0.188 eV is therefore better read as an upper estimate; an effective interface nearer to the marker could still raise the value above it. The substrate also emits Sb lines, which must be separated from those of the marker. The permittivities are rough values, and the result is sensitive to them: an optical permittivity of 4.0 instead of 3.0 for the oxide would lower $\Delta R$ to 0.130 eV. The static value of 9.0 used below is modest for a high-k oxide; hafnium oxide is nearer 20, which would bring the static $\Delta R$ close to zero, because such an oxide screens about as well as InSb.

The choice of optical permittivities matters even more. Static values, 9.0 for the oxide and 17.0 for InSb, would give only 0.034 eV. I use the optical ones because a core-hole width of roughly 0.5 eV is well above lattice vibration energies, so the ions have little time to move. Free carriers add little for a different reason: they are too dilute. Intrinsic InSb at 300 K holds roughly $2\times10^{16}$ cm$^{-3}$ electrons and as many holes, which together give a screening length of 22 to 25 nm, depending on how the nonparabolic, nearly degenerate conduction band is treated. With the Fermi level 0.10 eV above the valence edge, as assumed above, holes dominate and the length is about 12 nm. Both are far longer than the 0.5 nm between the marker and the substrate in the thin film, and even full static screening by these carriers raises $\Delta R$ by only 0.001 to 0.003 eV. For the intrinsic electrons alone, with a mass of 0.014 electron masses, the long-wavelength plasmon energy is only 0.011 eV. If the substrate did screen like an ideal metal, $\Delta R$ would be 0.268 eV.

As for nonlinearity, the field of two holes in the oxide at the interface is about 38 MV/cm before image corrections, against 461 MV/cm at a neighbour in the cluster. The substrate image raises the first figure to about 64 MV/cm, and the potential of the two holes at the face is then about 0.6 eV, several times the 0.17 eV gap of InSb. I would expect the substrate's contribution to be closer to linear than the cluster's response, but that is a conjecture: the two media differ, and the field comparison alone does not establish linearity for a narrow-gap substrate. The numerical output below gives most of the values behind these estimates.

## Computed values

```
CLUSTER (A: 6 neighbours + ions, B: 4 neighbours)
neighbour distance: 2.5 angstrom
dimer length: 1.2 angstrom
hopping energy: 8.0 eV
ion charge (8 ions, A only): 0.3 e
ion distance: 6.0 angstrom
R, one hole, A: 0.7283 eV
R, one hole, B: 0.5061 eV
R(2)/R(1), A: 3.9345
R(2)/R(1), B: 3.9253
initial-state shift A-B: 5.0925 eV
binding shift A-B: 4.8703 eV
Auger kinetic shift A-B: -4.4359 eV
Auger parameter shift A-B: 0.4344 eV
twice relaxation change A-B: 0.4443 eV
deviation, full charge: -2.23 %
deviation, charge 0.01: 0.0030 %
OXIDE FILM ON InSb
thin film: 1.5 nm
thick film: 10.0 nm
marker depth: 1.0 nm
optical permittivity, oxide: 3.0
optical permittivity, InSb: 15.7
image part of R, thin: 0.1449 eV
image part of R, thick: -0.0435 eV
relaxation change: 0.1884 eV
relaxation change: 0.00692 hartree
chosen initial-state shift: 0.20 eV
binding shift: 0.0116 eV
two-hole energy shift: -0.3536 eV
Auger kinetic shift: 0.3652 eV
Auger parameter shift: 0.3768 eV
thick oxide valence edge below Fermi level: 3.00 eV
InSb valence edge below Fermi level: 0.10 eV
valence offset, uncorrected: 2.912 eV
valence offset, corrected: 3.100 eV
NEGLECTED EFFECTS
static permittivities: oxide 9.0, InSb 17.0
relaxation change, static lattice: 0.0341 eV
relaxation change, metallic substrate: 0.2676 eV
relaxation change, image plane 0.1 nm nearer: 0.2313 eV
relaxation change, image plane 0.1 nm farther: 0.1593 eV
two-hole field at interface: 38 MV/cm
two-hole field at cluster neighbour: 461 MV/cm
InSb at 300 K: 2e+16 cm^-3, mass 0.014 m_e
free-carrier plasmon energy: 0.0112 eV
rough core-hole width: 0.5 eV
Sb 5p filling: 1.50 -> 1.45 electrons
Sb virial ratio: 2.000028
Sb energy slope with 5p filling: -13.6293 eV
Sb mean 5p level: -13.6294 eV
Sb 3d initial-state shift: 0.4745 eV
Sb 4d initial-state shift: 0.4693 eV
Auger parameter error, unequal shifts: 0.0103 eV
change of 4d-4d repulsion: 0.0025 eV
```
